# Hertz-Knudsen adsorption and large desorption prefactors from transition-state theory: verification in Python

```python
"""
Result under test: transition-state theory with a free two-dimensional gas on
the dividing plane gives the Hertz-Knudsen adsorption rate per empty site,
    r = p A / sqrt(2 pi m k T),
and detailed balance gives the desorption constant of an immobile adsorbate,
    k_des = nu exp(-D0/kT),  nu = (kT/h) (A/Lambda^2) q_rot / q_ads.
p pressure, A site area, m molecular mass, T temperature, D0 binding energy
between lowest levels, Lambda = h/sqrt(2 pi m k T) thermal wavelength,
q_rot free-rotor sum, q_ads partition function of the adsorbed molecule.
All partition functions are counted from their own lowest level. SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gammaln

h, kB, hbar = const.h, const.k, const.hbar
eV = const.e
meV = 1e-3 * eV

# Round model parameters
mass = 28 * const.atomic_mass
site_area = 1e-19
site_length = np.sqrt(site_area)
binding = 1.5 * eV
rot_constant = 0.25 * meV
lateral = np.array([10.0, 10.0]) * meV
tilt = np.array([50.0, 50.0]) * meV
perp = np.array([50.0]) * meV
all_modes = np.concatenate([lateral, tilt, perp])
T = 500.0
pressure = 0.01
kT = kB * T


def wavelength(temp):
    return h / np.sqrt(2 * np.pi * mass * kB * temp)


def q_harmonic(quanta, temp):
    return np.prod(1 / (1 - np.exp(-quanta / (kB * temp))))


def rotor_levels():
    J = np.arange(0, 400)
    return 2 * J + 1, rot_constant * J * (J + 1)


def q_rotor(temp):
    weight, energy = rotor_levels()
    return np.sum(weight * np.exp(-energy / (kB * temp)))


def prefactor(temp):
    plane = site_area / wavelength(temp)**2 * q_rotor(temp)
    return kB * temp / h * plane / q_harmonic(all_modes, temp)


def k_desorb(temp):
    return prefactor(temp) * np.exp(-binding / (kB * temp))


# --- Adsorption: level sums in TST, velocity integral, Hertz-Knudsen ---
n_box = np.arange(-400, 401)
box_energy = h**2 * n_box**2 / (2 * mass * site_length**2)
box_sum = np.sum(np.exp(-box_energy / kT))          # one periodic dimension
assert abs(box_sum * wavelength(T) / site_length - 1) < 1e-10

density = pressure / kT
rate_tst = density * kT / h * box_sum**2 / (box_sum**3 / site_length**3)
v_unit = np.sqrt(kT / mass)
integral = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
one_way_speed = v_unit * integral                  # flux per unit density
rate_kinetic = density * site_area * one_way_speed
rate_hk = pressure * site_area / np.sqrt(2 * np.pi * mass * kT)
assert abs(rate_tst / rate_kinetic - 1) < 1e-8
assert abs(rate_hk / rate_kinetic - 1) < 1e-8

# The factor kT/h from the momentum normal to the plane
p_unit = np.sqrt(mass * kT)
normal = quad(lambda u: u * np.exp(-u * u / 2), 0, 12)[0]
assert abs(p_unit**2 / (mass * h) * normal / (kT / h) - 1) < 1e-8

# --- Detailed balance: kinetic master equation against canonical weights ---
vib_n = np.arange(0, 3000)
q_ads_sum = np.prod([np.sum(np.exp(-e * vib_n / kT)) for e in all_modes])
half_pressure = pressure * k_desorb(T) / rate_hk
sites, molecules = 12, 30
volume = (molecules - sites / 2) * kT / half_pressure
q_gas = volume * (box_sum / site_length)**3 * q_rotor(T)
occ = np.arange(sites + 1)
log_w = (gammaln(sites + 1) - gammaln(occ + 1) - gammaln(sites - occ + 1)
         + occ * (np.log(q_ads_sum) + binding / kT)
         + (molecules - occ) * np.log(q_gas) - gammaln(molecules - occ + 1))
canonical = np.exp(log_w - log_w.max())
canonical /= canonical.sum()


def stationary(stick_ads, stick_des):
    """Stationary occupation distribution of the adsorption kinetics."""
    up = stick_ads * (sites - occ) * site_area * one_way_speed \
        * (molecules - occ) / volume
    down = stick_des * occ * k_desorb(T)
    gen = np.diag(-(up + down))
    for n in range(sites):
        gen[n + 1, n] = up[n]
        gen[n, n + 1] = down[n + 1]
    gen[-1, :] = 1.0                               # normalization row
    rhs = np.zeros(sites + 1)
    rhs[-1] = 1.0
    return np.linalg.solve(gen, rhs)


assert np.max(np.abs(stationary(1.0, 1.0) - canonical)) < 1e-7
assert np.max(np.abs(stationary(0.3, 0.3) - canonical)) < 1e-7
cov_canonical = canonical @ occ / sites
cov_wrong = stationary(0.3, 1.0) @ occ / sites     # sticking in one rate only
assert cov_canonical - cov_wrong > 0.1

# --- Classical atom: phase-space flux in a corrugated Morse potential ---
# Reduced units: mass, well depth and site length are all one.


def classical_prefactor(corrugation, t, a=4.0):
    y = np.linspace(-1.0, 20.0, 8001)              # y = a * height
    x = np.arange(400) / 400
    strength = corrugation * np.exp(-2 * y) / t
    cosine = 1 - np.cos(2 * np.pi * x)
    lateral_mean = np.exp(-np.outer(strength, cosine)).mean(axis=1)
    boltz = np.exp(-(1 - np.exp(-y))**2 / t) * lateral_mean**2
    config = np.sum(boltz) * (y[1] - y[0]) / a
    return np.sqrt(t / (2 * np.pi)) / config


freq_z = 4.0 * np.sqrt(2) / (2 * np.pi)
freq_x = np.sqrt(0.5)                              # corrugation 0.5
errors_site, errors_mobile = [], []
for t in (0.01, 0.005):
    harmonic = 2 * np.pi * freq_x**2 * freq_z / t
    errors_site.append(abs(classical_prefactor(0.5, t) / harmonic - 1))
    errors_mobile.append(abs(classical_prefactor(0.0, t) / freq_z - 1))
for err in (errors_site, errors_mobile):
    assert err[0] < 0.06                           # anharmonicity, order kT/D
    assert 1.7 < err[0] / err[1] < 2.3             # and it vanishes with T

# Quantum formula for an atom tends to the classical one for small quanta
small = np.full(3, 0.1) * meV
quantum_atom = kT / h * site_area / wavelength(T)**2 / q_harmonic(small, T)
classical_atom = 2 * np.pi * mass * site_area * np.prod(small / h) / kT
assert abs(quantum_atom / classical_atom - 1) < 0.005

# --- Arrhenius parameters: finite difference against mean energies ---
beta = 1 / kT
step = 1e-4 * beta
log_k = [np.log(k_desorb(1 / (kB * b))) for b in (beta - step, beta + step)]
E_arr = (log_k[0] - log_k[1]) / (2 * step)
weight, energy = rotor_levels()
boltz_rot = weight * np.exp(-energy / kT)
mean_rot = boltz_rot @ energy / boltz_rot.sum()
mean_vib = 0.0
for e in all_modes:
    b_vib = np.exp(-e * vib_n / kT)
    mean_vib += e * (b_vib @ vib_n) / b_vib.sum()
E_formula = binding + 2 * kT + mean_rot - mean_vib
assert abs(E_arr - E_formula) < 1e-5 * kT
A_arr = k_desorb(T) * np.exp(E_arr / kT)

# --- Lateral amplitude, and the classical rotor approximation ---
eps = lateral[0]
b_lat = np.exp(-eps * vib_n / kT)
mean_n = b_lat @ vib_n / b_lat.sum()
amplitude = np.sqrt(hbar**2 / (mass * eps) * (mean_n + 0.5))
amp_closed = np.sqrt(hbar**2 / (2 * mass * eps) / np.tanh(eps / (2 * kT)))
assert abs(amplitude / amp_closed - 1) < 1e-8
assert amplitude < 0.1 * site_length
assert abs(q_rotor(T) / (kT / rot_constant) - 1) < 0.003

# --- Worked example ---
universal = kT / h
nu = prefactor(T)
q_lat, q_tilt, q_perp = (q_harmonic(s, T) for s in (lateral, tilt, perp))
area_ratio = site_area / wavelength(T)**2
f_lat, f_rot, f_perp = area_ratio / q_lat, q_rotor(T) / q_tilt, 1 / q_perp
assert abs(f_lat * f_rot * f_perp * universal / nu - 1) < 1e-10
assert nu > 100 * universal
coverage = rate_hk / (rate_hk + k_desorb(T))
k_universal = universal * np.exp(-binding / kT)

print(f"molecular mass = {mass / const.atomic_mass:.0f} u")
print(f"site area = {site_area:.1e} m^2")
print(f"site length = {site_length:.3e} m")
print(f"binding energy D0 = {binding / eV:.2f} eV")
print(f"rotational constant = {rot_constant / meV:.2f} meV")
print(f"lateral quantum (two modes) = {lateral[0] / meV:.0f} meV")
print(f"tilting quantum (two modes) = {tilt[0] / meV:.0f} meV")
print(f"perpendicular quantum (one mode) = {perp[0] / meV:.0f} meV")
print(f"temperature = {T:.0f} K")
print(f"pressure = {pressure:.2f} Pa")
print(f"kT = {kT / meV:.3f} meV")
print(f"thermal wavelength = {wavelength(T):.4e} m")
print(f"adsorption rate, TST level sums = {rate_tst:.5f} 1/s per site")
print(f"adsorption rate, velocity integral = {rate_kinetic:.5f} 1/s per site")
print(f"adsorption rate, Hertz-Knudsen = {rate_hk:.5f} 1/s per site")
print(f"kT/h = {universal:.4e} 1/s")
print(f"A/Lambda^2 = {area_ratio:.2f} (no unit)")
print(f"q_rot, level sum = {q_rotor(T):.2f} (no unit)")
print(f"q_rot, classical kT/B = {kT / rot_constant:.2f} (no unit)")
print(f"q lateral, both modes = {q_lat:.3f} (no unit)")
print(f"q tilting, both modes = {q_tilt:.3f} (no unit)")
print(f"q perpendicular = {q_perp:.4f} (no unit)")
print(f"q_ads = {q_harmonic(all_modes, T):.2f} (no unit)")
print(f"lateral factor = {f_lat:.2f} (no unit)")
print(f"rotational factor = {f_rot:.2f} (no unit)")
print(f"perpendicular factor = {f_perp:.4f} (no unit)")
print(f"nu/(kT/h) = {nu / universal:.1f} (no unit)")
print(f"prefactor nu = {nu:.4e} 1/s")
print(f"nu for frozen adsorbate, q_ads = 1: "
      f"{universal * area_ratio * q_rotor(T):.4e} 1/s")
print(f"nu for mobile, freely rotating adsorbate = "
      f"{universal / q_perp:.4e} 1/s")
print(f"desorption constant = {k_desorb(T):.4f} 1/s")
print(f"desorption constant with kT/h instead = {k_universal:.5f} 1/s")
print(f"binding-energy error from using kT/h = "
      f"{kT * np.log(nu / universal) / eV:.4f} eV")
print(f"equilibrium coverage = {coverage:.4f} (no unit)")
print(f"half-coverage pressure = {half_pressure:.4e} Pa")
print(f"lateral rms amplitude, one direction = {amplitude:.3e} m")
print(f"mean rotational energy = {mean_rot / meV:.2f} meV")
print(f"mean vibrational excitation energy = {mean_vib / meV:.2f} meV")
print(f"Arrhenius energy = {E_arr / eV:.4f} eV")
print(f"Arrhenius prefactor = {A_arr:.4e} 1/s")
for temp in (300.0, 500.0, 700.0):
    print(f"T = {temp:.0f} K: nu = {prefactor(temp):.3e} 1/s, "
          f"nu/(kT/h) = {prefactor(temp) * h / (kB * temp):.0f}")
print(f"finite system, canonical coverage = {cov_canonical:.4f} (no unit)")
print(f"same, sticking 0.3 in adsorption only = {cov_wrong:.4f} (no unit)")
print(f"classical site, deviation at kT/D = 0.01: {errors_site[0]:.4f}")
print(f"classical site, deviation at kT/D = 0.005: {errors_site[1]:.4f}")
print(f"classical mobile, deviation at kT/D = 0.01: {errors_mobile[0]:.4f}")
print(f"classical mobile, deviation at kT/D = 0.005: {errors_mobile[1]:.4f}")
print("finished without a failed check")
```

Printed output:

```
molecular mass = 28 u
site area = 1.0e-19 m^2
site length = 3.162e-10 m
binding energy D0 = 1.50 eV
rotational constant = 0.25 meV
lateral quantum (two modes) = 10 meV
tilting quantum (two modes) = 50 meV
perpendicular quantum (one mode) = 50 meV
temperature = 500 K
pressure = 0.01 Pa
kT = 43.087 meV
thermal wavelength = 1.4755e-11 m
adsorption rate, TST level sums = 22.26793 1/s per site
adsorption rate, velocity integral = 22.26793 1/s per site
adsorption rate, Hertz-Knudsen = 22.26793 1/s per site
kT/h = 1.0418e+13 1/s
A/Lambda^2 = 459.33 (no unit)
q_rot, level sum = 172.68 (no unit)
q_rot, classical kT/B = 172.35 (no unit)
q lateral, both modes = 23.309 (no unit)
q tilting, both modes = 2.121 (no unit)
q perpendicular = 1.4563 (no unit)
q_ads = 72.00 (no unit)
lateral factor = 19.71 (no unit)
rotational factor = 81.42 (no unit)
perpendicular factor = 0.6867 (no unit)
nu/(kT/h) = 1101.7 (no unit)
prefactor nu = 1.1478e+16 1/s
nu for frozen adsorbate, q_ads = 1: 8.2636e+17 1/s
nu for mobile, freely rotating adsorbate = 7.1538e+12 1/s
desorption constant = 8.7200 1/s
desorption constant with kT/h instead = 0.00792 1/s
binding-energy error from using kT/h = 0.3018 eV
equilibrium coverage = 0.7186 (no unit)
half-coverage pressure = 3.9160e-03 Pa
lateral rms amplitude, one direction = 2.542e-11 m
mean rotational energy = 43.00 meV
mean vibrational excitation energy = 145.01 meV
Arrhenius energy = 1.4842 eV
Arrhenius prefactor = 7.9480e+15 1/s
T = 300 K: nu = 1.151e+16 1/s, nu/(kT/h) = 1842
T = 500 K: nu = 1.148e+16 1/s, nu/(kT/h) = 1102
T = 700 K: nu = 9.462e+15 1/s, nu/(kT/h) = 649
finite system, canonical coverage = 0.5042 (no unit)
same, sticking 0.3 in adsorption only = 0.2537 (no unit)
classical site, deviation at kT/D = 0.01: 0.0354
classical site, deviation at kT/D = 0.005: 0.0176
classical mobile, deviation at kT/D = 0.01: 0.0051
classical mobile, deviation at kT/D = 0.005: 0.0025
finished without a failed check
```
